Third-harmonic voltage of a three-omega heater fed through a series resistance

A metal line on a solid serves as both heater and thermometer. A current at angular frequency ω heats it at 2ω, its resistance follows the temperature, and the product of current and resistance contains a voltage at 3ω. The simplest formula for that voltage assumes an ideal current source. Here the line is fed by a voltage source through a resistance Rs, and the problem is to find what the heater voltage then becomes.

Let R be the heater resistance at the base temperature, β its relative temperature coefficient and θ(t) the mean temperature rise of the line. Then

R(t) = R + r(t),  r = Rβθ.

Heat flow is linear: a power component of complex amplitude Pₙ at nω produces θₙ = Z(nω)Pₙ. Amplitudes are peak values, and a component of amplitude A at nω means Re[A exp(inωt)]. For n = 0 the amplitude is the time average. The small parameter is β|θ|. The series resistance is constant and purely resistive, and it includes the source's output resistance and the current leads. The voltage is measured across the heater alone. The circuit equations contain no unit-dependent constants, so they read the same in atomic units and in SI.

**(a) Find the third-harmonic voltage for an ideal current source i = I₀ cos ωt.**

To lowest order the heating power uses the constant R:

P = I₀²R cos²ωt = (I₀²R/2)(1 + cos 2ωt).

Its 2ω amplitude is P₂ = I₀²R/2, so

θ₂ = (I₀²R/2) Z(2ω),  r₂ = Rβθ₂.

The voltage is (R + r)i. The constant part of r adds only to the fundamental. The oscillating part gives

I₀ cos ωt · Re[r₂ exp(2iωt)] = (I₀/2) Re[r₂ exp(3iωt)] + (I₀/2) Re[r₂ exp(iωt)].

The first term is the wanted signal:

V₃ᶦ = I₀r₂/2 = I₀Rβθ₂/2 = I₀³R²β Z(2ω)/4.

The superscript i marks the ideal current source. Corrections to the power caused by r are smaller by a factor of order β|θ|, and they alter V₃ᶦ at the next order.

**(b) Replace the source by V = V₀ cos ωt in series with Rs. Find the heater's third harmonic and compare it with (a) at the same fundamental current.**

Write S = Rs + R. The heater voltage is that of a divider,

v = V (R + r)/(S + r).

The derivative of the fraction with respect to r is

[(S + r) − (R + r)]/(S + r)² = Rs/(S + r)²,

because S − R = Rs. Expansion about r = 0 gives

v = V [R/S + Rs r/S² + O(r²)].

To lowest order the current amplitude is I₀ = V₀/S. Inserting V = I₀S cos ωt makes the second term

(Rs/S) I₀ cos ωt · r(t).

This is Rs/S times the product that gave the signal in (a). It remains to show that r is the same to first order. The heating power is now

P = V²(R + r)/(S + r)².

At r = 0 it equals I₀²R cos²ωt, as before. Its relative response to r is

(1/P) dP/dr = 1/R − 2/S = (S − 2R)/(RS) = (Rs − R)/(RS),

so that

δP/P = [(Rs − R)/(Rs + R)] r/R.

For a current source the corresponding result is δP/P = r/R. The two feedbacks differ, and for Rs < R even in sign, but both are relative corrections of order β|θ| to a quantity that is already first order. The same holds for the difference between the true fundamental current and V₀/S. Therefore

V₃ = [Rs/(Rs + R)] V₃ᶦ, to first order in βθ, at equal fundamental current.

The thermal impedance cancels from the ratio. As a test, the nonlinear equations were integrated in time for a simple body obeying C dθ/dt = P − Gθ, with G = 0.14 W/K, ωC = G/2, R = 40 ohm and a nominal current of 30 mA. For Rs = 10, 40 and 200 ohm the ratios were 0.1997, 0.4995 and 0.8330. The formula gives 0.2000, 0.5000 and 0.8333.

**(c) Explain the factor by a circuit at 3ω, and examine its limits and the place of the voltmeter.**

The product r i acts as an electromotive force in series with a constant resistance R. Its third harmonic is E₃ = V₃ᶦ to first order. The source supplies no voltage at 3ω, so Kirchhoff's law for the loop reads

(Rs + R) i₃ + E₃ = 0,  i₃ = −E₃/S.

The heater voltage is

V₃ = R i₃ + E₃ = E₃(1 − R/S) = E₃ Rs/S,

in agreement with (b). The reduction comes from the third-harmonic current that the circuit allows to flow. When Rs ≫ R this current is suppressed and the full signal appears. When Rs = R half of it appears. When Rs → 0 the source fixes the heater voltage, and the signal exists only as a current.

The place of measurement matters. Suppose Rs = Rg + Rx, with Rg inside the generator and Rx outside. A voltmeter at the generator's terminals reads −Rg i₃ = (Rg/S)E₃, which vanishes for a generator without internal resistance, whatever the value of Rx.

**(d) Estimate the leading error of the factor.**

Compare the two sources at equal fundamental amplitude I₁. There are two corrections. First, the average heating raises the resistance to R̄ = R + r₀, and the loop equation becomes i₃ = −E₃/(Rs + R̄). Here E₃ is produced by the oscillating part of r. The voltage across the heater is −Rs i₃, so the factor becomes Rs/(Rs + R̄).

Second, i₃ changes the heating. The square of the current contains

2I₁ cos ωt · Re[i₃ exp(3iωt)] = I₁ Re[i₃ exp(2iωt)] + I₁ Re[i₃ exp(4iωt)].

The added power amplitude at 2ω and at 4ω is therefore I₁R i₃ in each case. With i₃ ≈ −I₁r₂/(2S) this is

−I₁²R r₂/(2S) = −P₂ r₂/S.

Since r₂ = RβZ(2ω)P₂, the changes in the resistance components are

δr₂ = −r₂²/S,  δr₄ = −[Z(4ω)/Z(2ω)] r₂²/S.

Multiplied by the fundamental current, each contributes half its amplitude at 3ω, just as r₂ does. Heating terms from the resistance modulation acting on the fundamental current are common to both sources at this order. A small phase shift of the fundamental turns the phase of V₃ but does not change its magnitude at this order. Hence

|V₃/V₃ᶦ| ≈ [Rs/(Rs + R̄)] {1 − Re[(r₂/S)(1 + Z(4ω)/Z(2ω))]}.

Both corrections are proportional to the heating, hence to V₀².

**(e) If the source voltage V₀ is held fixed instead of the current, which Rs gives the largest signal?**

Now I₀ = V₀/S changes with Rs. Combining (a) and (b),

V₃ = V₀³R²βZ(2ω) Rs/[4(Rs + R)⁴].

The logarithmic derivative with respect to Rs is

1/Rs − 4/(Rs + R) = (R − 3Rs)/[Rs(Rs + R)].

It is positive below Rs = R/3 and negative above it, so the maximum lies at Rs = R/3. There the factor of (b) is only 1/4, but the larger current more than compensates. This answers a different question from (b), where at fixed current the signal rises steadily with Rs. The choice R/3 is useful only if the line tolerates the added current and heating.

**(f) The source itself has a third harmonic: V = V₀(cos ωt + D cos 3ωt), with D ≪ 1. What does it add, and how can it be removed?**

At lowest order the divider passes D V₀R/S to the heater. This adds to V₃ and is not a thermal signal. If Rs is an accessible resistor, its voltage vs = Rs i can be scaled and subtracted:

v − (R/Rs)vs = (R + r)i − R i = r i.

The constant-resistance voltage has gone, together with the distortion it carried. The third harmonic of r i is I₀r₂/2 = V₃ᶦ to first order. The balanced reading thus restores the full current-source signal, and the factor Rs/(Rs + R) must not be applied to it.

What remains of the distortion is of relative order D: it slightly changes the heating, and its current flows through the small resistance r₀. If part of Rs lies inside the generator, the accessible part Rx is used instead, with the scale R/Rx.

**(g) Find Z for a line on an oxidized wafer, and relate the signal to the conductivity of the silicon.**

The line has half-width b and length L. The silicon has conductivity k, heat capacity per volume c and thickness d, with its back held at the base temperature. Heat flow along the line is neglected, and the heat flux is taken as uniform under the line. One watt then gives the flux 1/(2bL) for |x| < b, whose cosine transform is

q̂(κ) = ∫₋ᵦᵇ cos κx dx/(2bL) = (1/L) sin(κb)/(κb),

where the integral runs from −b to b. At angular frequency Ω the heat equation for each κ is

d²T̂/dz² = λ²T̂,  λ² = κ² + iΩc/k.

The solution that vanishes at z = d is T̂ = A sinh[λ(d − z)]. The surface condition −k dT̂/dz = q̂ gives kλA cosh(λd) = q̂, hence

T̂(0) = q̂ tanh(λd)/(kλ).

The inverse transform is (1/π)∫₀^∞ T̂ cos κx dκ, and the average of cos κx over the line is again sin(κb)/(κb). The silicon therefore contributes

Zₛ(Ω) = (1/πLk) ∫₀^∞ [sin(κb)/(κb)]² tanh(λd)/λ dκ.

An oxide film of thickness h and conductivity kₒ, crossed by heat in one dimension and storing none, adds the real constant Zₒ = h/(2bLkₒ).

The thermal depth is δ = √[k/(cΩ)]. For b ≪ δ ≪ d the squared sine ratio and the hyperbolic tangent may be set to 1 in a difference of impedances at two frequencies. With p² = iΩc/k,

∫₀ᴷ dκ/√(κ² + p²) = arsinh(K/p) → ln(2K/p) for large K.

The cutoff K cancels from the difference, which leaves ln(p₂/p₁) = ½ ln(Ω₂/Ω₁). Thus

Re Z(2ω₁) − Re Z(2ω₂) = ln(f₂/f₁)/(2πLk).

The oxide has dropped out. Multiplying by I₀³R²β/4 from (a) and solving for k,

k = I₀³R²β ln(f₂/f₁)/{8πL [Re V₃ᶦ(f₁) − Re V₃ᶦ(f₂)]}.

With a voltage source the measured difference is smaller by Rs/(Rs + R). Using it uncorrected makes k too large by (Rs + R)/Rs.

**(h) Evaluate a line with R = 40 ohm, β = 0.003 1/K, width 10 um and length 4 mm, on 300 nm of oxide and a 500 um silicon wafer, fed with 2.7 V at 1 kHz through Rs = 50 ohm.**

The material inputs are k = 150 W/(m K), kₒ = 1.3 W/(m K) and c = 1.65×10⁶ J/(m³ K). The full nonlinear periodic solution gives a fundamental current of 29.99 mA, close to 2.7/90 A. The heating amplitude is

P₂ = (0.02999 A)² × 40 ohm/2 = 17.99 mW.

At 2ω the silicon integral is 1.993 − 0.415i K/W. A two-dimensional finite-volume solution of the same heat problem differs from it by 0.12%. The film adds 5.769 K/W, so

Z(2ω) = 7.762 − 0.415i K/W,  |Z| = 7.77 K/W,

and |θ₂| = 0.01799 × 7.77 = 0.140 K. Then

|V₃ᶦ| ≈ ½ × 0.02999 × 40 × 0.003 × 0.1399 V = 0.252 mV,

|V₃| ≈ (50/90) × 0.252 mV = 0.140 mV.

The nonlinear solutions give 0.2519 and 0.1399 mV. Their ratio is 0.55523, against 0.55556 from the formula, a relative error of 5.8×10⁻⁴.

Part (d) accounts for this error. The hot resistance of 40.019 ohm lowers the factor to 0.55544. The oscillating resistance is |r₂| = 40 × 0.003 × 0.1399 = 0.0168 ohm. Since the real, frequency-independent film dominates Z, take Z(4ω) ≈ Z(2ω). The second correction is then about 2 × 0.0168/90 = 3.7×10⁻⁴, and

0.55544 × (1 − 3.7×10⁻⁴) = 0.55523.

Doubling the source voltage multiplies the error by 3.998, as expected of a term proportional to V₀².

At a fixed 2.7 V, part (e) predicts the largest signal at 13.33 ohm, and the nonlinear solution puts it at 13.40 ohm. The first-order formula gives 2.2 times the signal found at 50 ohm, but the current rises to about 51 mA.

For the conductivity, the in-phase heater voltages at 500 and 2000 Hz are 0.14295 and 0.13637 mV, a difference of 0.00658 mV. The thermal depths, 120 and 60 um, lie between the half-width and the wafer thickness. With the current found at 1 kHz, the uncorrected estimate is

k ≈ (0.02999)³ × 40² × 0.003 × ln 4/(8π × 0.004 × 6.58×10⁻⁶) ≈ 271 W/(m K).

Multiplication by 50/90 gives 151 W/(m K), within 1% of the input. This shows that the inference is consistent within the model; it does not predict the conductivity of silicon.

These parameters are rough values for a gold line on an oxidized silicon wafer. The implied metal resistivity, for a thickness of 300 nm, is 3×10⁻⁸ ohm m, plausible for a gold film. The peak current density is 1.0 MA/cm². The assumption of a pure source needs particular care here. With D = 10⁻⁴ the source puts 0.120 mV of its own on the heater, 86% of the thermal signal. In the model the balanced reading of (f) recovers 0.2519 mV. Its close agreement with the ideal value is partly a cancellation, because the remaining distortion terms, about +6.2×10⁻⁴, and the corrections of (d), about −5.8×10⁻⁴, have opposite signs here. This depends on the phase of the distortion: with D = −10⁻⁴ the two add, and the balanced reading lies 1.2×10⁻³ below the ideal value.

Two other omissions act on the factor itself. A lead inductance of 1 uH has a reactance at 3ω of 2×10⁻⁴ of Rs + R. The temperature oscillation at 2ω of a series resistor with 50 ppm/K changes V₃ by about 2×10⁻⁵ of its value if the resistor heats as one body of 0.01 J/K. A film resistor on ceramic does not: the thermal depth in alumina at 2ω is only about 26 um. For a film covering a 0.55 mm alumina slab of the same total heat capacity the change is about 5×10⁻⁴, and for a film of 2.5 mm² about 1×10⁻³, comparable to the corrections of (d). The resistor's steady warming is not in this estimate; it is allowed for by using the warm value of Rs.

Heat stored in the metal changes Z rather than the factor, so it affects the inferred k. A heat capacity C changes Z by about −iΩCZ², whose real part is 2ΩC Re Z Im Z. The printed storage fraction ΩC|Z| = 0.0029 makes this −0.0024 K/W at 1 kHz. Taking it as proportional to frequency, the difference between 500 and 2000 Hz grows by about 0.0036 K/W, against 0.37 K/W from the silicon. The inferred k would fall by about 1%. For uniform flux, sideways heat spreading in the oxide, neglected in (g), would lower |Z| and both third-harmonic voltages by about 1.3%. Heat conduction across the width of the gold would lower them somewhat further, so their third digit holds only within the model. Both effects are nearly independent of frequency and hardly affect the inferred k. Thermal resistance at the gold/oxide and oxide/silicon interfaces is also left out. A total of 2×10⁻⁸ m² K/W would add 0.5 K/W to Z and raise both third-harmonic voltages by about 6%, which alters their second digit; being independent of frequency, it drops out of the inferred k. Heat storage in the oxide is also omitted; with the same heat capacity per volume as silicon, it would lower the inferred k by about 0.6%. Heat flow beyond the line's ends is omitted too. The thermal depth is 2% of the length. For a line heated and sensed over its whole length, with nothing heated beyond its ends, this lowers |Z| by only 0.1% but raises the inferred k by about 1.5%, more than either storage correction and in the opposite direction; pads and voltage taps change this figure. The remaining values are in the numerical output.

Calculated quantities

```
heater resistance R: 40.0 ohm
series resistance Rs: 50.0 ohm
temperature coefficient: 0.0030 1/K
source voltage, peak: 2.700 V
fundamental current, peak: 29.9909 mA
line width: 10.0 um; length: 4.0 mm
metal thickness: 300 nm
oxide thickness: 300 nm; wafer: 500 um
input conductivity Si: 150.0, oxide: 1.3 W/(m K)
input heat capacity Si: 1.650e+06 J/(m3 K)
drive frequency: 1000 Hz
time march Rs=10 ohm: ratio 0.19966, formula 0.20000
time march Rs=40 ohm: ratio 0.49947, formula 0.50000
time march Rs=200 ohm: ratio 0.83304, formula 0.83333
silicon Z(2w): 1.9933 -0.4154i K/W
oxide film Z: 5.7692 K/W
mesh-integral relative difference: 1.16e-03
integration-grid relative shift: 2.27e-11
harmonic-count relative shift of V3: 6.61e-13
mean heating power: 17.989 mW
mean temperature rise: 0.1578 K
temperature amplitude at 2w: 0.1399 K
hot mean resistance: 40.0189 ohm
V3 current source, peak: 0.25191 mV
V3 voltage source, peak: 0.13987 mV
computed ratio: 0.555234 +1.94e-05i
Rs/(Rs+R), cold R: 0.555556
Rs/(Rs+R), hot mean R: 0.555439
relative error of cold factor: 5.80e-04
error growth on doubling drive: 3.998
best Rs at fixed voltage: 13.401 ohm; R/3: 13.333 ohm
source third harmonic / fundamental: 1.0e-04
distortion voltage on heater: 0.12009 mV
balanced V3 with distortion: 0.25192 mV
slope frequencies: 500 and 2000 Hz
in-phase V3 at these: 0.14295, 0.13637 mV
k without circuit factor: 271.07 W/(m K)
k with circuit factor: 150.59 W/(m K)
thermal depth in Si at 2w: 85.05 um
thermal depth / line length: 0.0213
1 uH lead reactance at 3w / (Rs+R): 2.09e-04
oxide capacitance effect 3wCR: 3.47e-06
radiated fraction (black, 300 K): 1.90e-06
heater heat-storage fraction: 2.93e-03
series resistor assumed: 50 ppm/K, 0.01 J/K
its self-heating error / V3: 2.13e-05
peak current density: 1.000 MA/cm2
peak oxide field, grounded Si: 0.0400 MV/cm
```
